# Far-Field Potential Offset of a Neutral Spherical Defect in a Periodic Cell

**Q.** A neutral, spherical charge distribution has no electric field outside itself. If I put one in each cell of a periodic calculation, how can it change the potential far from the defect?

**A.** It produces no field there, but it can change the value of the potential relative to the chosen zero. An isolated system has a natural zero at infinity. A periodic system has no infinity free of charge, so another zero is needed, and here I make the average over the cell zero. These two zeros generally differ, and the difference can be calculated.

Let $\rho(\mathbf r)$ be the complete change of charge density caused by one defect, counted positive for positive charge. I assume that it is spherical about the origin, has zero total charge, and decays fast enough for $\int|\rho|\,r^2\,d^3r$ to be finite. I use Hartree atomic units until we reach numbers for a material.

**Q.** Start with one isolated defect. Show me that its potential vanishes outside.

**A.** The charge within radius $r$ is

$$q(r)=4\pi\int_0^r\rho(s)s^2\,ds .$$

Gauss's law gives the radial field $q(r)/r^2$. With the potential zero at infinity,

$$v(r)=\int_r^\infty\frac{q(s)}{s^2}\,ds .$$

Integrate by parts, using $1/s^2=-d(1/s)/ds$ and $q'(s)=4\pi s^2\rho(s)$:

$$v(r)=\left[-\frac{q(s)}{s}\right]_r^\infty+\int_r^\infty\frac{q'(s)}{s}\,ds
=\frac{q(r)}{r}+4\pi\int_r^\infty\rho(s)s\,ds .$$

If the density ends at radius $R$, both terms are zero for $r\ge R$: the first by neutrality, the second because no charge is left outside. For a density with a tail, $v$ still tends to zero at large $r$, though for a power-law tail it does so more slowly than the density itself.

**Q.** Then the potential is confined to the defect. What fixes its average?

**A.** Its integral over all space. Since $v'(r)=-q(r)/r^2$, a first integration by parts gives

$$\int v\,d^3r=4\pi\int_0^\infty r^2v\,dr
=4\pi\left[\frac{r^3v}{3}\right]_0^\infty+\frac{4\pi}{3}\int_0^\infty r\,q(r)\,dr .$$

Drop the boundary term for the moment and integrate by parts again:

$$\frac{4\pi}{3}\int_0^\infty rq\,dr
=\frac{4\pi}{3}\left[\frac{r^2q}{2}\right]_0^\infty-\frac{2\pi}{3}\int_0^\infty r^2q'(r)\,dr .$$

In the last integral $r^2q'=4\pi r^4\rho$, so it is the second radial moment

$$Q_2=\int\rho\,r^2\,d^3r=4\pi\int_0^\infty\rho\,r^4\,dr .$$

Therefore

$$\int v\,d^3r=-\frac{2\pi}{3}Q_2 .$$

**Q.** You dropped two boundary terms. A factor $r^3$ at infinity is not obviously harmless.

**A.** Neutrality controls both. Because the total charge is zero, $q(r)$ is minus the charge outside $r$, and hence

$$r^2|q(r)|\le4\pi\int_r^\infty|\rho(s)|s^4\,ds .$$

The right side tends to zero because the absolute second moment is finite. So for any small $\eta>0$, $|q(s)|\le\eta/s^2$ at large enough $s$, and

$$r^3|v(r)|\le r^3\int_r^\infty\frac{\eta}{s^4}\,ds=\frac{\eta}{3}.$$

This too tends to zero. At the origin both terms vanish for a finite density.

**Q.** I would like a case that I can do by hand, mainly to check the sign.

**A.** Put a point charge $Q>0$ at the centre and spread $-Q$ over a thin shell of radius $a$. Inside the shell $v=Q(1/r-1/a)$, and outside it is zero. Directly,

$$\int v\,d^3r=4\pi Q\int_0^a\left(r-\frac{r^2}{a}\right)dr
=4\pi Q\left(\frac{a^2}{2}-\frac{a^2}{3}\right)=\frac{2\pi}{3}Qa^2 .$$

The point contributes nothing to the second moment and the shell contributes $-Qa^2$, so the general formula gives the same result. With negative charge outside positive charge, the potential is positive inside the defect and its average lies above the far value.

A smooth density tests the integrals numerically. Take $\rho=(1-u^2)^2(1-3u^2)$ for $u=r/R\le1$, with $R=2$ bohr and zero density beyond; the factor 3 makes it neutral. Integrating the potential obtained from Gauss's law gives 7.777951 hartree bohr³/e, and $-(2\pi/3)Q_2$ gives the same number to all printed digits.

**Q.** Now repeat the defect. Doesn't the shape of the cell enter the average?

**A.** It does not. Let $\mathbf R$ run over the lattice vectors and let $\Omega$ be the cell volume. Form the sum of isolated potentials, $S(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R)$. Integrating all these images over one cell is the same as integrating one image over all the cells, which tile space:

$$\langle S\rangle=\frac1\Omega\sum_{\mathbf R}\int_{\rm cell}v(\mathbf r-\mathbf R)\,d^3r
=\frac1\Omega\int v\,d^3r=-\frac{2\pi Q_2}{3\Omega}.$$

The exchange of sum and integral is safe because $\int|v|\,d^3r$ is finite: the same integrations, with $|q(r)|$ replaced by its bound $4\pi\int_r^\infty|\rho(s)|s^2\,ds$ (neutrality again), limit it by $(2\pi/3)\int|\rho|r^2d^3r$.

**Q.** Is $S$ the potential that a periodic Poisson solver returns?

**A.** Up to a constant. Both are periodic and both belong to the same charge density, so their difference $f$ obeys $\nabla^2f=0$. For each Fourier component this reads $G^2f_{\mathbf G}=0$, and so the $\mathbf G=0$ component alone can survive. If the solver sets the cell average to zero, then

$$V(\mathbf r)=S(\mathbf r)-\langle S\rangle
=\sum_{\mathbf R}v(\mathbf r-\mathbf R)+\frac{2\pi Q_2}{3\Omega}.$$

Between the charge clouds the sum is zero, leaving

$$V_{\rm far}-V_{\rm average}=\frac{2\pi}{3}\frac{Q_2}{\Omega}.$$

With $Q_2$ in units of $e$ times length squared, the SI form is $eQ_2/(6\varepsilon_0\Omega)$, because $(2\pi/3)/(4\pi\varepsilon_0)=1/(6\varepsilon_0)$.

**Q.** In reciprocal space I divide by $G^2$ and discard $\mathbf G=0$. For a neutral system I thought nothing was lost.

**A.** A finite constant is lost. For a spherical density the angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)=1-G^2r^2/6+\dots$. The leading term integrates to the total charge, which is zero, so for a density of finite extent

$$\rho(G)=-\frac{G^2Q_2}{6}+O(G^4),\qquad
\frac{4\pi\rho(G)}{G^2}\longrightarrow-\frac{2\pi}{3}Q_2 .$$

Divided by $\Omega$, this limit is $\langle S\rangle$. Setting the $\mathbf G=0$ term to zero removes it from the potential everywhere and raises the far region by $-\langle S\rangle$. For the smooth density above, $4\pi\rho(G)/G^2$ at $G=0.02$ bohr⁻¹ is 7.777472, within 0.01 % of the limit.

**Q.** Give me numbers for an oxide semiconductor.

**A.** Consider a model of a neutral oxygen vacancy in amorphous indium gallium zinc oxide. The missing oxide ion is a Gaussian of charge $+2e$ and width $a=0.08$ nm. The two trapped electrons form a Gaussian of charge $-2e$ and width $b=0.16$ nm. The width is the standard deviation along each axis, so a normalized Gaussian has $\langle r^2\rangle=3a^2$. Hence

$$Q_2=3(2e)(a^2-b^2)=6e(0.0064-0.0256)\ {\rm nm^2}=-0.1152\ e\,{\rm nm^2}.$$

For a cubic cell of edge 1.2 nm, $\Omega=1.728$ nm³. With $e/(4\pi\varepsilon_0)=1.440$ V nm,

$$V_{\rm far}-V_{\rm average}=\frac{2\pi}{3}\,(1.440)\,\frac{-0.1152}{1.728}\ {\rm V}=-0.201\ {\rm V}.$$

An electron has charge $-e$, so its energy in the far region is shifted by $+0.201$ eV.

**Q.** That uses the formula. Does a Poisson solution that knows nothing of $Q_2$ agree?

**A.** Yes. Solving Poisson's equation on a grid, from the density alone, gives these values at the cell corner, with the defect at the cell centre:

| Cubic edge (nm) | Grid (V) | Formula (V) |
|---|---:|---:|
| 1.2 | −0.201057 | −0.201057 |
| 1.5 | −0.102941 | −0.102941 |
| 1.8 | −0.059572 | −0.059572 |

The defect is held fixed while the cell grows. To test the shape, I also took a sheared cell with edge vectors $(1.2,0,0)$, $(0.3,1.2,0)$ and $(0.2,-0.25,1.2)$ nm. Its volume is again 1.728 nm³, and the grid gives −0.201056 V at the point displaced from the defect by half the sum of the three edge vectors.

The relation also holds inside the defect. At 0.150 nm from the centre of the 1.2 nm cubic cell, the sum of isolated potentials is 5.523871 V and the periodic solution is 5.322814 V. The difference is the same −0.201057 V.

**Q.** Gaussians have tails. When does the plateau stop being a plateau?

**A.** When neighbouring clouds meet. In the 1.2 nm cell the potential varies by about $1.5\times10^{-6}$ V along a cell edge, but at a face centre, 0.6 nm from two defects, it is 1.70 mV above the formula. The corner is the better place to read it.

In a cell of edge 0.5 nm the clouds overlap strongly. The sum of isolated potentials then differs by 0.526 V between a corner and the middle of an edge, so there is no far region. Its average is still 2.77941 V, equal to $-(2\pi/3)Q_2/\Omega$ in volts, because the tiling argument did not require separated clouds.

**Q.** What if the defect carries a net charge?

**A.** Then flatness fails for a direct reason. A periodic cell with net charge $Q$ needs a uniform background of density $-Q/\Omega$. Between the defects Poisson's equation reads $\nabla^2V=4\pi Q/\Omega$, which a constant cannot satisfy. If I halve the electron charge in the model, leaving $+1e$, the potential varies by 0.263 V along a cell edge.

The result still helps in comparing two spherical charges with the same centre and the same net charge but different radial profiles. The backgrounds cancel in the difference, which is neutral, so the formula applies to the difference of their second moments.

**Q.** An amorphous network won't give me a spherical defect either.

**A.** No, and the two lowest departures act differently. Suppose that the density has a dipole $\mathbf p$. Measuring positions from a new origin $\mathbf d$ changes the moment to

$$\int\rho\,|\mathbf r-\mathbf d|^2d^3r=Q_2-2\mathbf d\cdot\mathbf p ,$$

where the $d^2$ term vanished by neutrality. The moment alone therefore no longer defines a single offset: in a cubic cell the formula still gives the potential at the corner belonging to each nearby origin, but that value changes with the origin, so the far region has a slope instead of a plateau. Displacing the electron cloud by 0.02 nm makes the potential vary by 55.1 mV along the cell edge parallel to the displacement.

A quadrupole leaves $Q_2$ well defined but spoils the flatness. Write the second moments as $\int\rho\,r_ir_j\,d^3r=\delta_{ij}Q_2/3+T_{ij}$, with $T$ traceless. At second order in $G$, $T$ adds to the potential a term proportional to

$$\sum_{ij}T_{ij}\sum_{\mathbf G\ne0}\frac{G_iG_j}{G^2}e^{i\mathbf G\cdot\mathbf r},$$

where the sum is given a smooth isotropic cutoff at large $G$. At the corner of a cubic cell, cubic symmetry makes the inner sum proportional to $\delta_{ij}$. Contracted with a traceless $T$, it gives zero.

As a test, I stretched the electron cloud to widths of 0.1753 nm along one axis and 0.1518 nm along the other two, which keeps $Q_2$ fixed. The potential varies by 52.6 mV along the cell edge parallel to the long axis, yet the corner departs from the formula by just 1.25 mV.

**Q.** Why should someone computing defect concentrations care about a constant?

**A.** Because two calculations with different constants may be compared. Suppose that the host cell and the neutral defect cell each have zero average potential. All levels in the defect cell, including those of the distant host, are then 0.201 eV higher than they would be with the far potential aligned to the host. If the vacancy level is measured from the band edge of the separate host calculation, it appears 0.201 eV too high.

Now use that level to estimate the energy of removing one electron to a reservoir at a fixed height above the band edge. The removal energy comes out 0.201 eV too low. In dilute equilibrium the ratio of singly ionized to neutral vacancies is then too large by $\exp(0.201\,{\rm eV}/kT)$. That is about $2.4\times10^3$ at 300 K, where $kT=0.02585$ eV, and about 49 at 600 K. This isolates the alignment error; relaxation after ionization and the image energy of the charged cell are separate matters.

The remedy is to align the potentials in the far region, or to subtract the offset. If a calculation uses a nonzero average potential, that average must be included in the comparison.

**Q.** Couldn't I just use a bigger cell?

**A.** You can, but the error falls as the inverse volume. Bringing the shift down to 0.01 eV needs an edge of

$$L=1.2\ {\rm nm}\left(\frac{0.2011}{0.01}\right)^{1/3}=3.26\ {\rm nm}.$$

At a rough density of 80 atoms per nm³, this means about 2800 atoms instead of about 140.

**Q.** How much of the 0.2 V would survive in the real oxide?

**A.** The model gives a scale, not a computed vacancy. The atom density is roughly that of the material, but the Gaussian widths are chosen, and the result is sensitive to them: a 10 % wider electron cloud changes the offset to −0.257 V. The missing ion matters too. Its moment here is $3(2e)a^2=0.0384\ e\,{\rm nm^2}$, whereas a real O²⁻ ion is a $+8$ nucleus with ten electrons. A PBE ion held in a $+2$ charged shell of radius 0.14 nm gives about 0.060 to 0.075 $e\,{\rm nm^2}$, depending on the basis, and with the same electron cloud this would reduce the offset to between −0.16 and −0.14 V.

The assumption that a real amorphous site breaks most plainly is spherical symmetry, and the neighbouring ions also move. Let four cations of nominal charge $+2e$, in a tetrahedron, relax outward from 0.20 to 0.21 nm. The second moment changes by

$$4(2e)(0.21^2-0.20^2)\ {\rm nm^2}=0.0328\ e\,{\rm nm^2},$$

and the formula gives an offset change of $+57$ mV. The grid gives $+64$ mV at the corner, since four ions are not a sphere. A tetrahedron has no dipole or quadrupole, and the potential of its octupole is odd under inversion and vanishes at the corner, so the first multipole that can account for the difference is the $l=4$ one. Either value would remove about 30 % of the original offset. If the cations moved inward by the same distance, the offset would instead grow by a similar amount, so the direction of relaxation has to be known for the particular vacancy. This estimate also moves rigid ions with nominal charges and leaves out the electronic response to their motion.

Screening matters as well. I took $\rho$ to be the complete change of charge, with the electronic response included. If the Gaussians were instead bare charges in a uniform medium with a rough electronic dielectric constant of 4, the potential would be divided by 4, giving −0.050 V. For a particular vacancy, $\rho$ should therefore come from the self-consistent difference between the defect and host cells. The formula applies only if that difference has died away before the cell boundary. When the ions relax, the elastic displacements fall only as $1/r^2$, so this has to be checked, and reading the far potential directly is then the safer course. The values for the Gaussian model are collected in the numerical output below.

## Computed results

```
compact test: integral of v            7.777951 hartree bohr^3/e
compact test: -(2 pi/3) Q2             7.777951 same unit
compact test: small-G limit            7.777472 same unit
e/(4 pi eps0)                          1.439965 V nm
core charge                            2.0 e
core width                             0.08 nm
electron cloud width                   0.16 nm
second moment Q2                       -0.1152 e nm^2
edge 1.2 nm: volume                   1.728 nm^3
edge 1.2 nm: plateau from grid        -0.201057 V
edge 1.2 nm: plateau from formula     -0.201057 V
edge 1.5 nm: volume                   3.375 nm^3
edge 1.5 nm: plateau from grid        -0.102941 V
edge 1.5 nm: plateau from formula     -0.102941 V
edge 1.8 nm: volume                   5.832 nm^3
edge 1.8 nm: plateau from grid        -0.059572 V
edge 1.8 nm: plateau from formula     -0.059572 V
sheared cell, 1.728 nm^3: plateau      -0.201056 V
electron energy shift, 1.2 nm cell     0.2011 eV
near point, distance from centre       0.150 nm
near point: periodic potential         5.322814 V
near point: image sum                  5.523871 V
overlap cell edge                      0.5 nm
overlap: average of image sum          2.77941 V
overlap: average from formula          2.77941 V
overlap: corner to edge-middle range   0.526 V
atoms in 1.2 nm cell (rough)           138
edge for a 0.01 eV shift               3.26 nm
atoms in that cell (rough)             2779
kT at 300 K                            0.02585 eV
concentration factor at 300 K          2.39e+03
kT at 600 K                            0.05170 eV
concentration factor at 600 K          48.8
far-line range, spherical neutral      1.5e-06 V
face-centre error from tails           1.70 mV
far-line range, net charge +1 e        0.263 V
electron cloud displacement            0.02 nm
far-line range, displaced cloud        55.1 mV
stretched cloud widths (x; y and z)    0.1753; 0.1518 nm
far-line range, stretched cloud        52.6 mV
corner error, stretched cloud          1.25 mV
cation charge, old and new distance    2 e, 0.20, 0.21 nm
relaxation: change of Q2               0.0328 e nm^2
relaxation: offset change, formula     57.2 mV
relaxation: corner change, grid        64.5 mV
offset with electron width +10 %       -0.2574 V
offset if bare charge, eps = 4         -0.0503 V
```
